# Crossbar read sensitivity to every cell from one nodal solve: verification in Python

```python
# Result under test: in a linear two-terminal crossbar read, the conductance
# G = I/V has the sensitivity dG/dg_k = x_k**2 to the conductance g_k of cell k,
# where x_k is the voltage across that cell divided by the read voltage V.
# One nodal solve gives all x_k. Unselected lines float.
# R_k: resistance seen across cell k (cell included) with both terminals grounded.
# Internal units are SI; node potentials are divided by V.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import splu


class Network:
    """Linear conductance network with some node potentials held fixed."""

    def __init__(self, ends, fixed_nodes, fixed_potentials):
        ends = np.asarray(ends)
        m, count = len(ends), ends.max() + 1
        rows = np.concatenate([np.arange(m), np.arange(m)])
        signs = np.concatenate([np.ones(m), -np.ones(m)])
        self.inc = csr_matrix((signs, (rows, ends.T.ravel())),
                              shape=(m, count)).tocsc()
        free = np.setdiff1d(np.arange(count), fixed_nodes)
        self.inc_free = self.inc[:, free]
        self.inc_free_t = self.inc_free.T.tocsr()
        self.drive = self.inc[:, fixed_nodes] @ np.array(fixed_potentials, float)

    def matrix(self, cond):
        return (self.inc_free_t @ diags(cond) @ self.inc_free).tocsc()

    def drops(self, cond):
        rhs = -(self.inc_free_t @ (cond * self.drive))
        return self.drive + self.inc_free @ splu(self.matrix(cond)).solve(rhs)

    def outflow(self, node, cond, drops=None):
        """Current leaving a terminal into the network, by Kirchhoff's law."""
        if drops is None:
            drops = self.drops(cond)
        column = self.inc[:, [node]].toarray().ravel()
        return float(column @ (cond * drops))


def crossbar_ends(n, row, col, half_bias=False):
    """Branches in the order: cells, wire segments, drivers."""
    def word(i, j):
        return i * n + j

    def bit(i, j):
        return n * n + i * n + j
    source, sense, half = 2 * n * n, 2 * n * n + 1, 2 * n * n + 2
    ends = [(word(i, j), bit(i, j)) for i in range(n) for j in range(n)]
    ends += [(word(i, j), word(i, j + 1)) for i in range(n) for j in range(n - 1)]
    ends += [(bit(i, j), bit(i + 1, j)) for i in range(n - 1) for j in range(n)]
    ends += [(source, word(row, 0)), (bit(n - 1, col), sense)]
    if half_bias:
        ends += [(half, word(i, 0)) for i in range(n) if i != row]
        ends += [(half, bit(n - 1, j)) for j in range(n) if j != col]
    return ends


# ---------- example parameters (rough values, filamentary oxide memory) ----------
n, row, col = 16, 3, 12
g_low, g_high = 1e-6, 100e-6
r_wire, r_driver = 2.0, 200.0
v_read = 0.2
n_cells, n_wires = n * n, 2 * n * (n - 1)
ii, jj = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
is_high = (ii**2 + ii * jj + 3 * jj**2) % 7 < 3
is_high[row, col] = False
is_high = is_high.ravel()
cells = np.where(is_high, g_high, g_low)
cond = np.concatenate([cells, np.full(n_wires, 1 / r_wire),
                       np.full(2, 1 / r_driver)])
source, sense = 2 * n * n, 2 * n * n + 1
net = Network(crossbar_ends(n, row, col), [source, sense], [1, 0])

# ---------- the single nodal solve and all sensitivities ----------
x = net.drops(cond)
G = net.outflow(source, cond, x)
sens_all = x**2
sens = sens_all[:n_cells]
assert abs(G + net.outflow(sense, cond, x)) < 1e-9 * G      # current in = out
assert abs(np.sum(cond * sens_all) - G) < 1e-8 * G          # power balance

# ---------- central differences of the terminal current, every cell ----------
step = 0.05
fd = np.empty(n_cells)
for k in range(n_cells):
    up, down = cond.copy(), cond.copy()
    up[k] *= 1 + step
    down[k] *= 1 - step
    fd[k] = (net.outflow(source, up) - net.outflow(source, down)) \
        / (2 * step * cells[k])
# allowed: truncation bound, plus a roundoff of 1e-13 S in each conductance
allowed = sens * step**2 / (1 - step**2) + 1e-13 / (step * cells)
assert np.all(np.abs(fd - sens) <= allowed)

# ---------- full state flip of every cell against the rank-one formula ----------
cell_inc = net.inc_free[:n_cells].toarray()
R = np.sum(cell_inc.T * splu(net.matrix(cond)).solve(cell_inc.T.copy()), axis=0)
assert np.all(cells * R <= 1 + 1e-9)
delta = (g_low + g_high - cells) - cells
flip_formula = delta * sens / (1 + delta * R)
flip_solved = np.empty(n_cells)
for k in range(n_cells):
    changed = cond.copy()
    changed[k] += delta[k]
    flip_solved[k] = net.outflow(source, changed) - G
assert np.max(np.abs(flip_formula - flip_solved)) < 1e-11

# ---------- high precision on a 3 x 3 array: relative accuracy ----------
mp.mp.dps = 50
small_ends = crossbar_ends(3, 1, 2)
small_cond = [mp.mpf(1 + 7 * k * k % 90) / 10**6 for k in range(9)] \
    + [mp.mpf(1) / 2] * 12 + [mp.mpf(1) / 200] * 2


def small_solve(values):
    size = 18                                  # node 18: source, node 19: sense
    a, b = mp.zeros(size, size), mp.zeros(size, 1)
    for (p, q), g in zip(small_ends, values):
        for s, t in ((p, q), (q, p)):
            if s < size:
                a[s, s] += g
                if t < size:
                    a[s, t] -= g
                elif t == size:
                    b[s] += g
    u = list(mp.lu_solve(a, b)) + [mp.mpf(1), mp.mpf(0)]
    current = sum(g * (u[p] - u[q]) for (p, q), g in zip(small_ends, values)
                  if p == size)
    return current, [u[p] - u[q] for p, q in small_ends]


small_x = small_solve(small_cond)[1]
small_error = mp.mpf(0)
for k in range(9):
    h = small_cond[k] * mp.mpf(10)**-12
    up, down = list(small_cond), list(small_cond)
    up[k] += h
    down[k] -= h
    slope = (small_solve(up)[0] - small_solve(down)[0]) / (2 * h)
    small_error = max(small_error, abs(slope / small_x[k]**2 - 1))
assert small_error < mp.mpf(10)**-12

# ---------- ideal wires, equal cells: closed forms ----------
ideal = Network([(i, n + j) for i in range(n) for j in range(n)],
                [row, n + col], [1, 0])
equal = np.full(n_cells, g_high)
x_ideal = ideal.drops(equal)
G_ideal = ideal.outflow(row, equal, x_ideal)
s_half, s_far = ((n - 1) / (2 * n - 1))**2, 1 / (2 * n - 1)**2
in_row, in_col = (ii == row).ravel(), (jj == col).ravel()
expected = np.where(in_row & in_col, 1.0, np.where(in_row | in_col, s_half, s_far))
assert np.allclose(x_ideal**2, expected, rtol=1e-9, atol=1e-12)
assert abs(G_ideal / (g_high * n * n / (2 * n - 1)) - 1) < 1e-10

# ---------- V/2 scheme: three potentials, the square fails ----------
half = 2 * n * n + 2
ends3 = crossbar_ends(n, row, col, half_bias=True)
cond3 = np.concatenate([cond, np.full(2 * (n - 1), 1 / r_driver)])
net3 = Network(ends3, [source, sense, half], [1, 0, 0.5])
adjoint3 = Network(ends3, [source, sense, half], [1, 0, 1])
x3, w3 = net3.drops(cond3), adjoint3.drops(cond3)
selected = row * n + col
row_cell = int(np.flatnonzero(in_row & ~in_col & is_high)[0])
col_cell = int(np.flatnonzero(in_col & ~in_row & is_high)[0])
slopes3 = {}
for k in (selected, row_cell, col_cell):
    up, down = cond3.copy(), cond3.copy()
    up[k] *= 1.01
    down[k] *= 0.99
    slope = -(net3.outflow(sense, up) - net3.outflow(sense, down)) \
        / (0.02 * cond3[k])
    product = x3[k] * w3[k]
    # truncation below 1e-4 relative; roundoff of 1e-13 S in each current
    assert abs(slope - product) < 2e-4 * abs(product) + 1e-13 / (0.01 * cond3[k])
    slopes3[k] = slope
assert abs(slopes3[row_cell] - x3[row_cell]**2) > 0.05
assert abs(slopes3[col_cell] - x3[col_cell]**2) > 0.05

# ---------- spread of G from independent cell variation ----------
spread = 0.05
predicted_std = spread * np.sqrt(np.sum((cells * sens)**2))
rng = np.random.default_rng(1)
n_samples = 400
samples = []
for _ in range(n_samples):
    varied = cond.copy()
    varied[:n_cells] *= 1 + spread * rng.standard_normal(n_cells)
    samples.append(net.outflow(source, varied))
sampled_std = np.std(samples, ddof=1)
# sampling error of a standard deviation is about 3.5 percent here
assert abs(sampled_std / predicted_std - 1) < 0.12

# ---------- neglected effect: nonlinear cells, i = g*v0*sinh(v/v0) ----------
v0_low, v0_high = 0.25, 1.0
v0 = np.where(is_high, v0_high, v0_low)


def secant_ratio(drops):
    a = np.abs(drops[:n_cells]) * v_read / v0 + 1e-9
    return np.sinh(a) / a


effective, x_nl = cond.copy(), x
for _ in range(40):
    effective[:n_cells] = cells * secant_ratio(x_nl)
    x_new = net.drops(effective)
    change = np.max(np.abs(x_new - x_nl))
    x_nl = x_new
assert change < 1e-9
shift_nl = net.outflow(source, effective, x_nl) - G
shift_nl_first = np.sum(sens * cells * (secant_ratio(x) - 1))
assert abs(shift_nl_first / shift_nl - 1) < 0.1

# ---------- neglected effect: temperature of use ----------
t_room, t_hot = 300.0, 358.15
e_act, tcr_cell, tcr_wire = 0.1, 1e-3, 3e-3
low_factor = np.exp(e_act * sc.e / sc.k * (1 / t_room - 1 / t_hot))
hot = cond.copy()
hot[:n_cells] *= np.where(is_high, 1 / (1 + tcr_cell * (t_hot - t_room)), low_factor)
hot[n_cells:n_cells + n_wires] /= 1 + tcr_wire * (t_hot - t_room)
shift_hot = net.outflow(source, hot) - G
shift_hot_first = np.sum(sens_all * (hot - cond))
assert shift_hot <= shift_hot_first + 1e-12                  # concavity of G

# ---------- other neglected effects ----------
on = cond.copy()
on[selected] = g_high
x_on = net.drops(on)
G_on = net.outflow(source, on, x_on)
r_thermal = 1e6
heating = r_thermal * np.max(on[:n_cells] * (v_read * x_on[:n_cells])**2)
thickness, side, eps_r = 5e-9, 50e-9, 25.0
field = v_read * np.max(np.abs(x[:n_cells])) / thickness
bandwidth = 1e8
noise = np.sqrt(4 * sc.k * t_room * G * bandwidth)
c_cell = eps_r * sc.epsilon_0 * side**2 / thickness
c_node = 1e-17
c_matrix = c_cell * cell_inc.T @ cell_inc + c_node * np.eye(cell_inc.shape[1])
tau = eigh(c_matrix, net.matrix(cond).toarray(), eigvals_only=True)[-1]
quantum = 2 * sc.e**2 / sc.h

# ---------- output ----------
far = ~(in_row | in_col)
power = cond * sens_all / G * 100
row_half, col_half = in_row & ~in_col, in_col & ~in_row
print(f"array {n} x {n}, selected row {row}, column {col} (from 0)")
print(f"cells in high state: {is_high.sum()} of {n_cells}")
print(f"high in selected row {is_high[in_row].sum()}, column {is_high[in_col].sum()}")
print(f"cell states: {g_low*1e6:.0f} and {g_high*1e6:.0f} uS; read {v_read} V")
print(f"wire segment {r_wire} ohm, driver {r_driver} ohm")
print(f"read conductance G = {G*1e6:.4f} uS, current {G*v_read*1e6:.4f} uA")
print(f"sum of g*sensitivity = {np.sum(cond*sens_all)*1e6:.4f} uS")
print(f"share of G, selected cell: {power[selected]:.3f} %")
print(f"share, row half-selected: {power[:n_cells][row_half].sum():.3f} %")
print(f"share, column half-selected: {power[:n_cells][col_half].sum():.3f} %")
print(f"share, unselected cells: {power[:n_cells][far].sum():.3f} %")
print(f"share, wires: {power[n_cells:n_cells+n_wires].sum():.3f} %")
print(f"share, drivers: {power[n_cells+n_wires:].sum():.3f} %")
for name, k in (("selected", selected), ("row half", row_cell),
                ("column half", col_cell)):
    print(f"{name} cell ({k//n},{k%n}): x {x[k]:.5f}, x^2 {sens[k]:.6f}, "
          f"difference {fd[k]:.6f}")
print(f"mean x^2: row half {sens[row_half].mean():.5f}, "
      f"column half {sens[col_half].mean():.5f}")
print(f"unselected x^2: mean {sens[far].mean():.3e}, max {sens[far].max():.3e}")
print(f"relative step {step}, bound on truncation {step**2/(1-step**2):.3e}")
print(f"largest |difference - x^2|, all cells: {np.max(np.abs(fd-sens)):.2e}")
print(f"largest g*R of a cell: {np.max(cells*R):.4f}")
print(f"3 x 3 high precision, worst relative error: {float(small_error):.1e}")
print(f"solves: 1 for x^2, {2*n_cells} for central differences")
print(f"selected cell R = {R[selected]:.2f} ohm")
print(f"flip, first order: {delta[selected]*sens[selected]*1e6:.4f} uS")
print(f"flip, rank-one formula: {flip_formula[selected]*1e6:.4f} uS")
print(f"flip, solved again: {flip_solved[selected]*1e6:.4f} uS")
print(f"read window / G: {(G_on-G)/G*100:.2f} %")
print(f"ideal wires, equal cells: G/g = {G_ideal/g_high:.5f}")
print(f"ideal x^2: half {s_half:.5f}, unselected {s_far:.6f}")
for name, k in (("selected", selected), ("row half", row_cell),
                ("column half", col_cell)):
    print(f"V/2 {name}: difference {slopes3[k]:.5f}, x*w {x3[k]*w3[k]:.5f}, "
          f"x^2 {x3[k]**2:.5f}")
print(f"cell spread {spread*100:.0f} %: std of G predicted {predicted_std*1e6:.4f} uS")
print(f"std of G from {n_samples} samples: {sampled_std*1e6:.4f} uS")
print(f"sinh scales: low state {v0_low} V, high state {v0_high} V")
print(f"nonlinearity shifts G by {shift_nl*1e6:.4f} uS ({shift_nl/G*100:.3f} %)")
print(f"  first-order estimate {shift_nl_first*1e6:.4f} uS")
print(f"low state: {e_act} eV activation, factor {low_factor:.3f} at {t_hot} K")
print(f"coefficients: high state {tcr_cell} /K, wires {tcr_wire} /K, from {t_room} K")
print(f"heat to {t_hot} K shifts G by {shift_hot*1e6:.4f} uS ({shift_hot/G*100:.2f} %)")
print(f"  first-order estimate {shift_hot_first*1e6:.4f} uS")
print(f"self-heating at {r_thermal:.0e} K/W, selected cell high: {heating:.2f} K")
print(f"largest oxide field, {thickness*1e9:.0f} nm: {field/1e8:.3f} MV/cm")
print(f"thermal noise in {bandwidth/1e6:.0f} MHz: {noise*1e9:.2f} nA")
print(f"window current: {(G_on-G)*v_read*1e6:.3f} uA")
print(f"capacitance: cell {c_cell*1e15:.4f} fF, node to ground {c_node*1e15:.2f} fF")
print(f"slowest settling time: {tau*1e12:.2f} ps")
print(f"high state / conductance quantum: {g_high/quantum:.3f}")
print("all good")
```

Printed output:

```
array 16 x 16, selected row 3, column 12 (from 0)
cells in high state: 91 of 256
high in selected row 9, column 3
cell states: 1 and 100 uS; read 0.2 V
wire segment 2.0 ohm, driver 200.0 ohm
read conductance G = 184.5844 uS, current 36.9169 uA
sum of g*sensitivity = 184.5844 uS
share of G, selected cell: 0.460 %
share, row half-selected: 20.683 %
share, column half-selected: 59.018 %
share, unselected cells: 12.086 %
share, wires: 0.369 %
share, drivers: 7.383 %
selected cell (3,12): x 0.92163, x^2 0.849400, difference 0.849400
row half cell (3,0): x 0.23496, x^2 0.055204, difference 0.055209
column half cell (6,12): x 0.55102, x^2 0.303620, difference 0.303679
mean x^2: row half 0.04067, column half 0.47617
unselected x^2: mean 5.504e-03, max 3.898e-02
relative step 0.05, bound on truncation 2.506e-03
largest |difference - x^2|, all cells: 5.95e-05
largest g*R of a cell: 0.5906
3 x 3 high precision, worst relative error: 6.1e-25
solves: 1 for x^2, 512 for central differences
selected cell R = 414.66 ohm
flip, first order: 84.0906 uS
flip, rank-one formula: 80.7747 uS
flip, solved again: 80.7747 uS
read window / G: 43.76 %
ideal wires, equal cells: G/g = 8.25806
ideal x^2: half 0.23413, unselected 0.001041
V/2 selected: difference 0.83473, x*w 0.83473, x^2 0.79048
V/2 row half: difference 0.00026, x*w 0.00026, x^2 0.17437
V/2 column half: difference 0.42368, x*w 0.42368, x^2 0.21205
cell spread 5 %: std of G predicted 3.0922 uS
std of G from 400 samples: 3.1517 uS
sinh scales: low state 0.25 V, high state 1.0 V
nonlinearity shifts G by 0.6746 uS (0.365 %)
  first-order estimate 0.6771 uS
low state: 0.1 eV activation, factor 1.874 at 358.15 K
coefficients: high state 0.001 /K, wires 0.003 /K, from 300.0 K
heat to 358.15 K shifts G by -1.9801 uS (-1.07 %)
  first-order estimate -1.8230 uS
self-heating at 1e+06 K/W, selected cell high: 3.13 K
largest oxide field, 5 nm: 0.369 MV/cm
thermal noise in 100 MHz: 17.49 nA
window current: 16.155 uA
capacitance: cell 0.1107 fF, node to ground 0.01 fF
slowest settling time: 26.62 ps
high state / conductance quantum: 1.291
all good
```
